# Critical Capacitance for Hopf Instability of a Self-Heating Threshold Switch: a numerical check

```python
"""Critical capacitance of a self-heating threshold switch.

Circuit: source Vs, load R_L = 1/G_L, switch in parallel with capacitance C.
  C dV/dt = G_L (Vs - V) - I(V,T)
  K dT/dt = V I(V,T) - Gam (T - T0)
g = dI/dV at fixed T, a = dI/dT at fixed V, K = heat capacity,
Gam = 1/R_th = heat-loss conductance, G_d = static differential conductance.
Result under test: for a V > Gam and R_L > 1/|G_d| the operating point loses
stability by a Hopf bifurcation at  C_c = K (G_L + g)/(a V - Gam).
Example: rough typical parameters of a niobium dioxide switch with
Poole-Frenkel conduction I = G0 V exp(-(E - beta sqrt(V))/(k T)).
Internal units are SI, with energies in eV.
"""
import cmath
import math
import numpy as np
from scipy.constants import e, k, epsilon_0, pi
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# ---------- rough input parameters ----------
kB = k / e                      # eV/K
thickness, radius = 30e-9, 100e-9
sigma0 = 1e5                    # S/m, conductivity prefactor
E_act = 0.30                    # eV, zero-field activation energy
eps_r = 20.0
heat_per_volume = 3e6           # J/(m3 K)
R_th = 2.5e5                    # K/W
T0, T_op, R_load = 300.0, 500.0, 1500.0

area = pi * radius**2
G0 = sigma0 * area / thickness
beta = math.sqrt(e / (pi * epsilon_0 * eps_r * thickness))  # eV per sqrt(V)
K = heat_per_volume * area * thickness
Gam = 1 / R_th
tau = K / Gam


def current(V, T):
    return G0 * V * math.exp(-(E_act - beta * math.sqrt(abs(V))) / (kB * T))


def slopes(V, T):
    """Current and its partial derivatives g and a."""
    I = current(V, T)
    lowering = beta * math.sqrt(V)
    g = I / V * (1 + lowering / (2 * kB * T))
    a = I * (E_act - lowering) / (kB * T**2)
    return I, g, a


def static_voltage(T):
    return brentq(lambda V: V * current(V, T) - Gam * (T - T0),
                  1e-6, 5.0, xtol=1e-15, rtol=1e-14)


def static_conductance(V, T):
    I, g, a = slopes(V, T)
    return (g * Gam + a * I) / (Gam - a * V)


def hopf_formulas(V, T, R_L):
    """Critical capacitance, angular frequency and crossing speed."""
    I, g, a = slopes(V, T)
    runaway = a * V - Gam
    Gd = static_conductance(V, T)
    C_c = K * (1 / R_L + g) / runaway
    omega = runaway / K * math.sqrt((-Gd - 1 / R_L) / (1 / R_L + g))
    return C_c, omega, (1 / R_L + g) / (2 * C_c**2)


def rates(V, T, C, R_L, Vs):
    I = current(V, T)
    return np.array([((Vs - V) / R_L - I) / C,
                     (V * I - Gam * (T - T0)) / K])


def eigenvalues(V, T, C, R_L):
    """Eigenvalues of the Jacobian found by finite differences."""
    Vs = V + R_L * current(V, T)
    hV, hT = 1e-5, 1e-2
    colV = (rates(V + hV, T, C, R_L, Vs) - rates(V - hV, T, C, R_L, Vs)) / (2 * hV)
    colT = (rates(V, T + hT, C, R_L, Vs) - rates(V, T - hT, C, R_L, Vs)) / (2 * hT)
    return np.linalg.eigvals(np.column_stack([colV, colT]))


def growth(V, T, C, R_L):
    return max(eigenvalues(V, T, C, R_L).real)


# ---------- linear theory against independent numerics ----------
worst_C = worst_omega = 0.0
for T in (400.0, 500.0, 700.0):
    V = static_voltage(T)
    Gd = static_conductance(V, T)
    Vp, Vm = static_voltage(T + 0.05), static_voltage(T - 0.05)
    Gd_num = (current(Vp, T + 0.05) - current(Vm, T - 0.05)) / (Vp - Vm)
    assert Gd < 0 and abs(Gd_num / Gd - 1) < 1e-4
    for ratio in (1.2, 3.0, 20.0):
        R_L = ratio / abs(Gd)
        C_f, om_f, speed_f = hopf_formulas(V, T, R_L)
        logC = brentq(lambda x: growth(V, T, math.exp(x), R_L) * tau,
                      math.log(1e-15), math.log(1e-9), xtol=1e-13)
        C_num = math.exp(logC)
        om_num = max(eigenvalues(V, T, C_num, R_L).imag)
        speed_num = (growth(V, T, 1.005 * C_num, R_L)
                     - growth(V, T, 0.995 * C_num, R_L)) / (0.01 * C_num)
        worst_C = max(worst_C, abs(C_num / C_f - 1))
        worst_omega = max(worst_omega, abs(om_num / om_f - 1))
        assert abs(speed_num / speed_f - 1) < 1e-3
    for C in np.logspace(-15, -9, 13):      # load too small: saddle for any C
        lam = eigenvalues(V, T, C, 0.7 / abs(Gd))
        assert np.all(np.isreal(lam)) and lam.real.min() < 0 < lam.real.max()
assert worst_C < 1e-6 and worst_omega < 1e-5

# ---------- static curve, threshold and uniqueness of the point ----------
T_grid = np.arange(301.0, 1201.0)
V_grid = np.array([static_voltage(T) for T in T_grid])
I_grid = np.array([current(V, T) for V, T in zip(V_grid, T_grid)])


def runaway_margin(T):
    V = static_voltage(T)
    return slopes(V, T)[2] * V / Gam - 1


T_threshold = brentq(runaway_margin, 310.0, 450.0)
V_threshold = static_voltage(T_threshold)
assert abs(T_grid[np.argmax(V_grid)] - T_threshold) <= 1.01
assert np.all(np.diff(V_grid + R_load * I_grid) > 0)   # one crossing only
largest_negative_R = max(-1 / static_conductance(V, T)
                         for V, T in zip(V_grid, T_grid))

# ---------- operating point of the example ----------
V_op = static_voltage(T_op)
I_op, g_op, a_op = slopes(V_op, T_op)
Gd_op = static_conductance(V_op, T_op)
Vs_op = V_op + R_load * I_op
C_c, omega_c, speed_c = hopf_formulas(V_op, T_op, R_load)
C_low = K * g_op / (a_op * V_op - Gam)
C_high = K * (g_op - Gd_op) / (a_op * V_op - Gam)


# ---------- nonlinear closed orbits near the bifurcation ----------
def flow(C):
    return lambda t, u: tau * rates(u[0], u[1], C, R_load, Vs_op)


def crossing(direction, terminal):
    def event(t, u):
        return u[0] - V_op
    event.direction = direction
    event.terminal = terminal
    return event


def return_excess(C, A):
    """Change of temperature amplitude A after one turn of the orbit."""
    u = np.array([V_op, T_op + A])
    for direction in (1, -1):
        s = solve_ivp(flow(C), (0, 60), u, method="DOP853", rtol=1e-11,
                      atol=[1e-13, 1e-10], max_step=0.5,
                      events=crossing(direction, True))
        u = s.y_events[0][0]
    return u[1] - T_op - A


C_orbit = [brentq(lambda x: return_excess(x * C_c, A), 0.9, 1.1, xtol=1e-12)
           for A in (1.0, 2.0)]
shift1, shift2 = C_orbit[0] - 1, C_orbit[1] - 1
C_extrapolated = (4 * C_orbit[0] - C_orbit[1]) / 3
assert abs(C_extrapolated - 1) < 2e-5
assert abs(shift2 / shift1 - 4) < 0.4
onset = "soft" if shift1 > 0 else "hard"


# ---------- long time runs on both sides ----------
def long_run(C, start, span):
    s = solve_ivp(flow(C), (0, span), start, method="DOP853", rtol=1e-8,
                  atol=[1e-10, 1e-7], t_eval=np.linspace(span - 40, span, 4001),
                  events=crossing(1, False))
    assert s.success
    times = s.t_events[0]
    period = (times[-1] - times[-2]) * tau if len(times) > 1 else float("nan")
    return s.y, period


kick = [V_op, T_op + 1.0]
run_080, _ = long_run(0.8 * C_c, kick, 300)
run_150, period_150 = long_run(1.5 * C_c, kick, 400)
run_102, _ = long_run(1.02 * C_c, kick, 1000)
run_098, _ = long_run(0.98 * C_c, run_150[:, -1], 1000)
assert np.ptp(run_080[1]) < 1e-3
assert np.ptp(run_102[1]) > 2 and np.ptp(run_150[1]) > 2


# ---------- neglected effects through the admittance condition ----------
def boundary(thermal=lambda w: Gam + 1j * w * K, r=0.0, L=0.0):
    """Critical C for a general thermal admittance and series r, L."""
    def branch(w):
        Y = thermal(w)
        Yd = (g_op * Y + a_op * I_op) / (Y - a_op * V_op)
        return 1 / (r + 1j * w * L + 1 / Yd)
    w = omega_c * brentq(lambda x: 1 / R_load + branch(x * omega_c).real,
                         0.02, 4.0, xtol=1e-13)
    return -branch(w).imag / w


def slab(w):
    """Uniformly heated film between cold faces, same static R_th."""
    x = cmath.sqrt(3j * w * tau)
    return 1j * w * K / (1 - cmath.tanh(x) / x)


effusivity = math.sqrt(1.4 * 1.6e6)   # rough silica: W/(m K), J/(m3 K)
side_area = 2 * pi * radius * thickness


def clad(w):
    return Gam + 1j * w * K + effusivity * side_area * cmath.sqrt(1j * w)


def discretized(coefficient, length, n, source, left):
    """Solve coefficient*u - u'' = source, u(0)=left, u(length)=0."""
    h = length / n
    M = (np.diag(np.full(n - 1, coefficient + 2 / h**2))
         - np.diag(np.full(n - 2, 1 / h**2), 1)
         - np.diag(np.full(n - 2, 1 / h**2), -1))
    b = np.full(n - 1, source, dtype=complex)
    b[0] += left / h**2
    return h * (np.linalg.solve(M, b).sum() + left / 2)


film_Z = discretized(12j * omega_c * tau, 1.0, 400, 12 * tau / K, 0.0)
assert abs(film_Z * slab(omega_c) - 1) < 1e-4
assert abs(1j * discretized(1j, 15.0, 600, 0.0, 1.0) - cmath.sqrt(1j)) < 1e-3
assert abs(boundary() / C_c - 1) < 1e-8


def change(C):
    return 100 * (C / C_c - 1)


steeper = K * (1 / R_load + g_op) / (a_op * V_op - 1.1 * Gam)
film_C = epsilon_0 * eps_r * area / thickness

# ---------- output ----------
print(f"film thickness, diameter: {thickness*1e9:.0f}, {2*radius*1e9:.0f} nm")
print(f"conductivity prefactor: {sigma0/100:.0f} S/cm")
print(f"activation energy: {E_act:.2f} eV; permittivity: {eps_r:.0f}")
print(f"heat capacity per volume: {heat_per_volume/1e6:.1f} J/(cm3 K)")
print(f"thermal resistance: {R_th:.2e} K/W; ambient: {T0:.0f} K")
print(f"G0: {G0*1e3:.2f} mS; beta: {beta:.5f} eV/V^0.5")
print(f"heat capacity K: {K*1e15:.4f} fJ/K")
print(f"heat loss Gam: {Gam*1e6:.3f} uW/K; K/Gam: {tau*1e9:.4f} ns")
print(f"threshold: {V_threshold:.4f} V at {T_threshold:.1f} K")
print(f"operating T: {T_op:.0f} K; V: {V_op:.4f} V; I: {I_op*1e3:.4f} mA")
print(f"field at operating point: {V_op/thickness/1e8:.3f} MV/cm")
print(f"barrier lowering there: {beta*math.sqrt(V_op):.4f} eV")
print(f"load: {R_load:.0f} ohm; source: {Vs_op:.4f} V")
print(f"G_L: {1e3/R_load:.4f} mS; g: {g_op*1e3:.4f} mS")
print(f"a: {a_op*1e6:.4f} uA/K; a V: {a_op*V_op*1e6:.4f} uW/K")
print(f"a V - Gam: {(a_op*V_op-Gam)*1e6:.4f} uW/K")
print(f"runaway time K/(aV-Gam): {K/(a_op*V_op-Gam)*1e9:.4f} ns")
print(f"G_d: {Gd_op*1e3:.4f} mS; R_d: {1/Gd_op:.1f} ohm")
print(f"largest |R_d| on curve to 1200 K: {largest_negative_R:.1f} ohm")
print(f"CRITICAL CAPACITANCE: {C_c*1e12:.4f} pF")
print(f"Hopf omega: {omega_c/1e9:.4f} rad/ns; f: {omega_c/2/pi/1e6:.1f} MHz")
print(f"crossing speed: {speed_c*1e-21:.4f} per ns per pF")
print(f"C_c, current-source limit: {C_low*1e12:.4f} pF")
print(f"C_c, limit R_L=|R_d|: {C_high*1e12:.4f} pF")
print(f"worst relative error, C_c: {worst_C:.1e}; omega: {worst_omega:.1e}")
print(f"closed orbit 1 K: C/C_c-1 = {shift1:.4e}")
print(f"closed orbit 2 K: C/C_c-1 = {shift2:.4e}")
print(f"ratio of shifts: {shift2/shift1:.3f}; onset: {onset}")
print(f"orbits extrapolated to zero: C/C_c-1 = {C_extrapolated-1:.1e}")
print("peak-to-peak swings after long runs:")
for label, run in (("0.80, start 1 K off", run_080),
                   ("0.98, start on large cycle", run_098),
                   ("1.02, start 1 K off", run_102),
                   ("1.50, start 1 K off", run_150)):
    print(f" C/C_c {label}: {np.ptp(run[1]):.4f} K, {np.ptp(run[0]):.5f} V")
print(f"at 1.50 C_c: T from {run_150[1].min():.1f} to {run_150[1].max():.1f} K")
print(f"at 1.50 C_c: V from {run_150[0].min():.4f} to {run_150[0].max():.4f} V")
print(f"at 1.50 C_c: period {period_150*1e9:.3f} ns")
print(f"Hopf period: {2*pi/omega_c*1e9:.3f} ns")
print("changes of C_c from neglected effects (rough inputs):")
print(f" temperature profile in film: {change(boundary(slab)):+.1f} %")
print(f" heat stored in silica cladding: {change(boundary(clad)):+.1f} %")
print(f" electrode resistance 20 ohm: {change(boundary(r=20.0)):+.1f} %")
print(f" lead inductance 1 nH: {change(boundary(L=1e-9)):+.2f} %")
print(f" heat-loss slope 10 % steeper: {change(steeper):+.1f} %")
print(f"film's own capacitance: {film_C*1e15:.3f} fF")
print(f"thermal fluctuation of T: {math.sqrt(k*T_op**2/K):.4f} K")
T_transition = 1100.0   # rough metal-insulator transition of the material
print(f"peak T / rough transition {T_transition:.0f} K: "
      f"{run_150[1].max()/T_transition:.2f}")
print("OK")
```

Printed output:

```
film thickness, diameter: 30, 200 nm
conductivity prefactor: 1000 S/cm
activation energy: 0.30 eV; permittivity: 20
heat capacity per volume: 3.0 J/(cm3 K)
thermal resistance: 2.50e+05 K/W; ambient: 300 K
G0: 104.72 mS; beta: 0.09798 eV/V^0.5
heat capacity K: 2.8274 fJ/K
heat loss Gam: 4.000 uW/K; K/Gam: 0.7069 ns
threshold: 1.1276 V at 355.6 K
operating T: 500 K; V: 0.9422 V; I: 0.8491 mA
field at operating point: 0.314 MV/cm
barrier lowering there: 0.0951 eV
load: 1500 ohm; source: 2.2158 V
G_L: 0.6667 mS; g: 1.8957 mS
a: 8.0752 uA/K; a V: 7.6086 uW/K
a V - Gam: 3.6086 uW/K
runaway time K/(aV-Gam): 0.7835 ns
G_d: -4.0012 mS; R_d: -249.9 ohm
largest |R_d| on curve to 1200 K: 338.3 ohm
CRITICAL CAPACITANCE: 2.0076 pF
Hopf omega: 1.4560 rad/ns; f: 231.7 MHz
crossing speed: 0.3179 per ns per pF
C_c, current-source limit: 1.4853 pF
C_c, limit R_L=|R_d|: 4.6203 pF
worst relative error, C_c: 1.5e-09; omega: 2.3e-09
closed orbit 1 K: C/C_c-1 = 9.8096e-06
closed orbit 2 K: C/C_c-1 = 3.9079e-05
ratio of shifts: 3.984; onset: soft
orbits extrapolated to zero: C/C_c-1 = 5.3e-08
peak-to-peak swings after long runs:
 C/C_c 0.80, start 1 K off: 0.0000 K, 0.00000 V
 C/C_c 0.98, start on large cycle: 0.0165 K, 0.00003 V
 C/C_c 1.02, start 1 K off: 119.9206 K, 0.24460 V
 C/C_c 1.50, start 1 K off: 591.7663 K, 0.87211 V
at 1.50 C_c: T from 338.9 to 930.7 K
at 1.50 C_c: V from 0.4350 to 1.3071 V
at 1.50 C_c: period 5.959 ns
Hopf period: 4.315 ns
changes of C_c from neglected effects (rough inputs):
 temperature profile in film: +21.5 %
 heat stored in silica cladding: +48.7 %
 electrode resistance 20 ohm: +9.8 %
 lead inductance 1 nH: -0.18 %
 heat-loss slope 10 % steeper: +12.5 %
film's own capacitance: 0.185 fF
thermal fluctuation of T: 0.0349 K
peak T / rough transition 1100 K: 0.85
OK
```
